\section*{Spin-orbit matrix elements between scalar-relativistic functions for any spin axis}

\section{Result}

Hartree atomic units are used in the algebra, so $\hbar=m_e=e=1$ and $c$ is the speed of light. Energies $E$ are counted from the rest energy. Inside an atomic sphere of radius $R$ the potential energy $V(r)$ is taken as spherical and independent of spin. A prime means $d/dr$, $\mathbf l=\mathbf r\times\mathbf p$, $\mathbf s=\boldsymbol\sigma/2$, and
\begin{equation}
M(r)=1+\frac{E-V(r)}{2c^2}. \label{mass}
\end{equation}
The scalar-relativistic radial functions $g,f$ at energy $E$ are the solutions, regular at the origin, of
\begin{equation}
f=\frac{g'}{2Mc},\qquad
f'+\frac{2f}{r}=\left[\frac{l(l+1)}{2Mcr^2}+\frac{V-E}{c}\right]g . \label{scalar}
\end{equation}

\paragraph{Theorem.}
(a) Let $\varphi=g\,Y_{lm}\chi$ with a constant spinor $\chi$, and let $\psi=(\varphi,\eta)$ with $\eta=\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2Mc)$. The Dirac Hamiltonian $H_D$ then gives
\begin{equation}
H_D\psi=E\psi+\begin{pmatrix} w\,\mathbf l\cdot\mathbf s\,\varphi\\0\end{pmatrix},
\qquad w(r)=\frac{V'}{2M^2c^2r}. \label{main}
\end{equation}
The spin-orbit matrix element between two such functions of the same $l$ is therefore
\begin{equation}
\xi_{ij}\,\langle m\chi|\mathbf l\cdot\mathbf s|m'\chi'\rangle,\qquad
\xi_{ij}=\int_0^R g_i\,w_j\,g_j\,r^2dr, \label{xi}
\end{equation}
where $w_j$ contains $M$ at the energy $E_j$ of the function on which $H_D$ acts. It vanishes between different $l$.

(b) Let all radial functions obey $g'(R)=0$, and define
\begin{equation}
N_{ij}=\int_0^R\left[r^2g_ig_j+\frac{l(l+1)g_ig_j}{4M_iM_jc^2}+r^2f_if_j\right]dr . \label{norm}
\end{equation}
If $N_{ii}=1$ and the spin-orbit term is multiplied by $\lambda$, a nondegenerate radial level has the slope $dE_i/d\lambda=\xi_{ii}\langle\mathbf l\cdot\mathbf s\rangle$ at $\lambda=0$.

(c) For spin states $|\pm\rangle$ along $\mathbf n=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)$, with the phases fixed in \eqref{U}, the blocks of $\mathbf l\cdot\mathbf s$ are
\begin{align}
\langle+|\mathbf l\cdot\mathbf s|+\rangle&=\tfrac12\left[\cos\theta\,l_z+\tfrac12\sin\theta\,(e^{-i\phi}l_++e^{i\phi}l_-)\right], \label{pp}\\
\langle+|\mathbf l\cdot\mathbf s|-\rangle&=\tfrac12\left[-\sin\theta\,l_z-\sin^2\tfrac\theta2\,e^{-i\phi}l_++\cos^2\tfrac\theta2\,e^{i\phi}l_-\right], \label{pm}
\end{align}
with $l_\pm=l_x\pm il_y$. Further, $\langle-|\mathbf l\cdot\mathbf s|-\rangle=-\langle+|\mathbf l\cdot\mathbf s|+\rangle$, and $\langle-|\mathbf l\cdot\mathbf s|+\rangle$ is the adjoint of \eqref{pm}.

\section{The radial weight}

\paragraph{Lemma 1.} For any function $F(r)$,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,F\,\boldsymbol\sigma\cdot\mathbf p
=\mathbf p\cdot F\mathbf p+\frac{F'}{r}\,\boldsymbol\sigma\cdot\mathbf l . \label{lemma1}
\end{equation}

\emph{Proof.} From $\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abd}\sigma_d$ the left side is $p_aFp_a+i\epsilon_{abd}\sigma_d\,p_aFp_b$. In the second term $p_aF=Fp_a-i(\partial_aF)$. The part $Fp_ap_b$ is symmetric in $a,b$ and drops out against $\epsilon_{abd}$. What remains is $i(-i)\epsilon_{abd}\sigma_d(\partial_aF)p_b=\boldsymbol\sigma\cdot(\nabla F\times\mathbf p)$. Since $\nabla F=F'\mathbf r/r$, this equals $(F'/r)\,\boldsymbol\sigma\cdot\mathbf l$. $\square$

\paragraph{Proof of (a).} The two rows of $H_D\psi$ are
\begin{equation}
c\,\boldsymbol\sigma\cdot\mathbf p\,\eta+V\varphi,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-2c^2)\eta .
\end{equation}
By the definition of $\eta$, $c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi=2Mc^2\eta=(2c^2+E-V)\eta$. The lower row is therefore $E\eta$, with no remainder. The upper row is
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,\frac1{2M}\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+V\varphi
=\mathbf p\cdot\frac1{2M}\mathbf p\,\varphi+V\varphi+\frac{F'}{r}\boldsymbol\sigma\cdot\mathbf l\,\varphi,
\qquad F=\frac1{2M}. \label{upper}
\end{equation}
The first two terms on the right give $E\varphi$. To see this, use $\mathbf p\cdot F\mathbf p=-\nabla\cdot F\nabla$ and $Fg'=cf$:
\begin{equation}
\mathbf p\cdot F\mathbf p\,\varphi+V\varphi
=\left[-c\left(f'+\frac{2f}r\right)+\frac{l(l+1)}{2Mr^2}g+Vg\right]Y_{lm}\chi ,
\end{equation}
and insert the second equation of \eqref{scalar}; the bracket becomes $Eg$.

For the last term of \eqref{upper}, \eqref{mass} gives $M'=-V'/(2c^2)$, so
\begin{equation}
F'=-\frac{M'}{2M^2}=\frac{V'}{4M^2c^2},\qquad
\frac{F'}r\boldsymbol\sigma\cdot\mathbf l=\frac{V'}{4M^2c^2r}\,2\,\mathbf l\cdot\mathbf s=w\,\mathbf l\cdot\mathbf s .
\end{equation}
This is \eqref{main}. Multiplying from the left by $\psi_i^\dagger$ and integrating over the sphere gives
\begin{equation}
\langle\psi_i|H_D|\psi_j\rangle=E_j\langle\psi_i|\psi_j\rangle+\xi_{ij}\langle m\chi|\mathbf l\cdot\mathbf s|m'\chi'\rangle. \label{hij}
\end{equation}
The operator $\mathbf l\cdot\mathbf s$ commutes with $\mathbf l^2$, so it does not connect different $l$. $\square$

\paragraph{Remark 1: the nucleus.} For $M\to1$ the weight is the Pauli form $V'/(2c^2r)$, which grows as $Z/(2c^2r^3)$ at a point nucleus of charge $Z$. The factor $M^{-2}$ changes this. Where $-V\approx Z/r$ is much larger than $2c^2$, $M\approx Z/(2c^2r)$ and
\begin{equation}
w\approx\frac{Z}{2c^2r^3}\,\frac{4c^4r^2}{Z^2}=\frac{2c^2}{Zr}.
\end{equation}

\paragraph{Remark 2: the pure-spin basis.} The overlap $\langle\psi_i|\psi_j\rangle$ in \eqref{hij} depends on spin through $\eta$. Multiplying $\boldsymbol\sigma\cdot\mathbf p$ by $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$ gives $\boldsymbol\sigma\cdot\mathbf p=-i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,(\partial_r-\boldsymbol\sigma\cdot\mathbf l/r)$. On a function with $\boldsymbol\sigma\cdot\mathbf l=k$ the lower radial amplitude is thus $f-kg/(2Mcr)$. From $\boldsymbol\sigma\cdot\mathbf l=j(j+1)-l(l+1)-\tfrac34$ one has $k=l$ for $j=l+\frac12$ and $k=-l-1$ for $j=l-\frac12$. Both values satisfy $k^2=l(l+1)-k$, so
\begin{equation}
\langle\psi_i|\psi_i\rangle=N_{ii}-k\int_0^R r^2\left[\frac{fg}{Mcr}+\frac{g^2}{4M^2c^2r^2}\right]dr . \label{spinnorm}
\end{equation}
Treating the basis functions as having pure spin means dropping the spin-dependent part of the overlap. This is an approximation added to the identity \eqref{main}; its size in the norm of one $d$ function is computed below.

The same overlap explains why $\xi_{ij}$ is not quite symmetric. Subtracting the conjugate of \eqref{hij} with $i$ and $j$ exchanged shows that $(\xi_{ij}-\xi_{ji})\langle\mathbf l\cdot\mathbf s\rangle$ equals $(E_i-E_j)\langle\psi_i|\psi_j\rangle$ plus a surface term at $R$. In a pure-spin basis one symmetrizes $\xi_{ij}$ or evaluates $M$ at one common energy.

\section{First-order energies and the norm}

On a function of given $k$ the spin-orbit term is $\frac12kw$. With the factor $\lambda$ the radial equation becomes
\begin{equation}
\left[h(E)+\tfrac12\lambda k\,w_E-E\right]g_\lambda=0,\qquad
h(E)=-\frac1{r^2}\frac d{dr}\frac{r^2}{2M}\frac d{dr}+\frac{l(l+1)}{2Mr^2}+V . \label{radial}
\end{equation}
At $\lambda=0$ this is \eqref{scalar}. At $\lambda=1$ it is the Dirac equation with its lower component eliminated. Because $M$ contains $E$, this is not an ordinary eigenvalue problem, and the norm in first-order perturbation theory is not $\int r^2g^2dr$.

\paragraph{Lemma 2.} Let $g_m$ solve \eqref{radial} at $\lambda=0$ with energy $E_m$, let $g_\lambda$ solve it at $\lambda$ with energy $E$, and let $g'(R)=0$ for both. Then
\begin{equation}
(E-E_m)\,N_{m\lambda}=\tfrac12\lambda k\int_0^Rg_m\,w_E\,g_\lambda\,r^2dr . \label{lemma2}
\end{equation}

\emph{Proof.} Multiply the equation for $g_\lambda$ by $r^2g_m$, and that for $g_m$ by $r^2g_\lambda$, and integrate. Partial integration of the derivative terms leaves surface terms of the form $r^2g_mg_\lambda'/(2M)$, which vanish at $R$ by the boundary condition and at the origin by regularity. Hence
\begin{align}
\int_0^R\left[\frac{r^2g_m'g_\lambda'+l(l+1)g_mg_\lambda}{2M_E}+r^2\left(V-E+\tfrac12\lambda kw_E\right)g_mg_\lambda\right]dr&=0,\\
\int_0^R\left[\frac{r^2g_m'g_\lambda'+l(l+1)g_mg_\lambda}{2M_m}+r^2(V-E_m)g_mg_\lambda\right]dr&=0 .
\end{align}
Subtract the second line from the first. By \eqref{mass},
\begin{equation}
\frac1{2M_E}-\frac1{2M_m}=\frac{M_m-M_E}{2M_EM_m}=-\frac{E-E_m}{4c^2M_EM_m}.
\end{equation}
All terms without $\lambda$ now carry the factor $-(E-E_m)$. Since $g_m'g_\lambda'/(4c^2M_mM_E)=f_mf_\lambda$, that factor multiplies \eqref{norm}. $\square$

\paragraph{Proof of (b).} Let $g_\lambda$ grow continuously out of $g_i$ and take $m=i$. Dividing \eqref{lemma2} by $\lambda$ and letting $\lambda\to0$ gives $dE_i/d\lambda=\frac12k\,\xi_{ii}/N_{ii}$, and $\frac12k$ is the value of $\mathbf l\cdot\mathbf s$. $\square$

If instead $m\ne i$, \eqref{lemma2} at $\lambda=0$ gives $N_{mi}=0$, and its first order in $\lambda$ gives the admixture
\begin{equation}
\left.\frac{dN_{m\lambda}}{d\lambda}\right|_0=\frac{k}{2}\,\frac{\xi_{mi}}{E_i-E_m}. \label{mix}
\end{equation}
The off-diagonal $\xi_{mi}$, with $M$ at $E_i$, thus has a direct meaning: it sets how strongly the coupling mixes another radial function into the state.

\paragraph{Remark 3: the exponent at the nucleus.} Near a point nucleus put $g\sim r^s$. With $M\approx Z/(2c^2r)$ the first equation of \eqref{scalar} gives $f\approx(cs/Z)r^s$. In the second equation the coupling adds $\lambda k\,wg/(2c)\approx\lambda k\,(c/Zr)\,g$, and the centrifugal term is $l(l+1)(c/Zr)\,g$. Collecting the coefficients of $r^{s-1}$,
\begin{equation}
(s+1)^2=1+l(l+1)+\lambda k-Z^2/c^2 .
\end{equation}
The coupling has the same power of $r$ there as the centrifugal term, in the ratio $\lambda k/[l(l+1)]$, and changes the exponent. For $p_{1/2}$, with $l=1$ and $k=-2$, the Dirac value ($\lambda=1$) is $s=\sqrt{1-Z^2/c^2}-1<0$, so $g$ diverges. The scalar function has $s=\sqrt{3-Z^2/c^2}-1$, which is positive for $Z<\sqrt2\,c$, and vanishes at the nucleus. A finite set of scalar $p$ functions cannot reproduce this divergence. For $d$ functions the scalar exponent and both Dirac exponents are positive for $Z<\sqrt3\,c$, so the coupling changes the exponent without producing a divergence.

\paragraph{Remark 4: Bloch states.} Let a Bloch spinor inside the sphere have the upper component $\sum_{lm\tau}A_{lm\tau}\,g_lY_{lm}\chi_\tau$, with one normalized radial function for each $l$. The contribution of this sphere to the spin-orbit matrix element between two Bloch states is then
\begin{equation}
\sum_l\xi_l\sum_{mm'\tau\tau'}A^*_{lm\tau}\,\langle m\tau|\mathbf l\cdot\mathbf s|m'\tau'\rangle\,A'_{lm'\tau'} .
\end{equation}
Non-spherical parts of $V$ and the region between the spheres are left out. In a magnet the potential depends on spin, and taking its spin average for $V$ is a further approximation.

Linear methods also use $\dot g=\partial g/\partial E$. Differentiating \eqref{main} with respect to $E$ gives
\begin{equation}
H_D\dot\psi=E\dot\psi+\psi+\begin{pmatrix}w\,\mathbf l\cdot\mathbf s\,\dot\varphi+\dot w\,\mathbf l\cdot\mathbf s\,\varphi\\0\end{pmatrix},
\qquad \dot w=-\frac{2\dot M}{M}w=-\frac{w}{Mc^2},
\end{equation}
because $\dot M=1/(2c^2)$. Using $w$ alone for $\dot g$ drops the $\dot w$ term. An energy change $\delta E$ alters $w$ by the fraction $-\delta E/(Mc^2)$, which is small when $\delta E\ll c^2$.

\section{The spin blocks}

\paragraph{Proof of (c).} Define the spin states by $|\pm\rangle=U\chi_\pm$, where $\sigma_z\chi_\pm=\pm\chi_\pm$ and
\begin{equation}
U=e^{-i\phi\sigma_z/2}\,e^{-i\theta\sigma_y/2}. \label{U}
\end{equation}
The blocks are the elements of $U^\dagger\,\mathbf l\cdot\mathbf s\,U$ between $\chi_\pm$. Since $\sigma_x$ anticommutes with $\sigma_z$,
\begin{equation}
e^{i\phi\sigma_z/2}\sigma_xe^{-i\phi\sigma_z/2}=e^{i\phi\sigma_z}\sigma_x=\cos\phi\,\sigma_x-\sin\phi\,\sigma_y ,
\end{equation}
where $\sigma_z\sigma_x=i\sigma_y$ was used. In the same way $\sigma_y\to\sin\phi\,\sigma_x+\cos\phi\,\sigma_y$. The rotation with $\sigma_y$ then sends $\sigma_x\to\cos\theta\,\sigma_x+\sin\theta\,\sigma_z$ and $\sigma_z\to\cos\theta\,\sigma_z-\sin\theta\,\sigma_x$. Together,
\begin{align}
U^\dagger\sigma_xU&=\cos\phi(\cos\theta\,\sigma_x+\sin\theta\,\sigma_z)-\sin\phi\,\sigma_y,\nonumber\\
U^\dagger\sigma_yU&=\sin\phi(\cos\theta\,\sigma_x+\sin\theta\,\sigma_z)+\cos\phi\,\sigma_y,\\
U^\dagger\sigma_zU&=\cos\theta\,\sigma_z-\sin\theta\,\sigma_x .\nonumber
\end{align}
Multiply these by $\frac12l_x,\frac12l_y,\frac12l_z$ and add:
\begin{equation}
U^\dagger\,\mathbf l\cdot\mathbf s\,U=\tfrac12\left(l_\theta\sigma_x+l_\phi\sigma_y+l_n\sigma_z\right), \label{rotated}
\end{equation}
\begin{align}
l_\theta&=\cos\theta(\cos\phi\,l_x+\sin\phi\,l_y)-\sin\theta\,l_z,\nonumber\\
l_\phi&=-\sin\phi\,l_x+\cos\phi\,l_y,\\
l_n&=\sin\theta(\cos\phi\,l_x+\sin\phi\,l_y)+\cos\theta\,l_z .\nonumber
\end{align}
Replacing $\mathbf l$ by the vector $\mathbf n$ in the same sums gives $U^\dagger\,\mathbf n\cdot\boldsymbol\sigma\,U=\sigma_z$, so $|\pm\rangle$ are indeed the spin states along $\pm\mathbf n$.

The diagonal blocks of \eqref{rotated} are $\pm\frac12l_n$, and the upper right block is $\frac12(l_\theta-il_\phi)$. With $l_x=\frac12(l_++l_-)$ and $l_y=\frac1{2i}(l_+-l_-)$,
\begin{align}
\cos\phi\,l_x+\sin\phi\,l_y&=\tfrac12(e^{-i\phi}l_++e^{i\phi}l_-),\\
-il_\phi&=\tfrac12(-e^{-i\phi}l_++e^{i\phi}l_-).
\end{align}
The first line gives \eqref{pp}. In $l_\theta-il_\phi$ the coefficient of $e^{-i\phi}l_+$ is $\frac12(\cos\theta-1)=-\sin^2\frac\theta2$, and that of $e^{i\phi}l_-$ is $\frac12(\cos\theta+1)=\cos^2\frac\theta2$. This is \eqref{pm}. $\square$

For $\theta=\phi=0$ the flip block is $\frac12l_-$: raising the spin lowers $m$. For $0<\theta<\pi$ it also contains $l_z$ and $l_+$. Without an exchange field or another spin-dependent term, the choice of $\mathbf n$ is a unitary change of basis and leaves the spectrum unchanged. Once the exchange field points along $\mathbf n$, the energies can depend on its direction relative to the lattice.

\section{Worked example}

\paragraph{The radial integral.} Take the model potential $V=-Z/[r(1+r/b)^2]$ with $Z=80$ and $R=1.5$~\AA. The length $b=0.184$~\AA{} is fixed by requiring that the $d$ function with two nodes has $g'(R)=0$ at $E=-5$~eV. The mass factor $M$ is 2.12 at $r=0.001$~\AA, 1.10 at 0.01~\AA{} and 1.005 at 0.1~\AA. The integral is
\begin{equation}
\xi=0.2355\ \text{eV}\quad(0.00865\ \text{hartree}).
\end{equation}
The sphere $r<0.1$~\AA{} supplies 95\% of $\xi$ although it holds 0.23\% of $\int r^2g^2dr$. Setting $M=1$ in the weight, with $g$ unchanged, gives 0.2500~eV, which is 6\% more. The norm matters far less here: using $\int r^2g^2dr$ alone raises $\xi$ by a fraction $8\times10^{-5}$. The spin-dependent part of \eqref{spinnorm} is $3\times10^{-6}$ of the norm per unit of $k$.

The $d$ function with one node lies at $-243$~eV, and its off-diagonal element with the first function is 1.2357~eV. Evaluating $M$ at the other energy, 238~eV away, gives 1.2362~eV, a relative change of $4\times10^{-4}$. The numerical check checks both the slope in (b) and the mixing \eqref{mix} against separately solved, weakly coupled states.

\paragraph{First order against Dirac.} The values $k=2$ and $k=-3$ give first-order shifts $\xi=0.2355$~eV and $-\frac32\xi=-0.3532$~eV, hence a splitting $\frac52\xi=0.589$~eV. The Dirac levels in the same sphere are $-4.7723$~eV for $j=\frac52$ and $-5.3728$~eV for $j=\frac32$. Their splitting is 0.6005~eV, so first order is 2\% too small.

Both Dirac levels lie below the first-order ones, by 0.0077 and 0.0196~eV. Since $\lambda$ and $k$ enter \eqref{radial} as a product, a second-order shift is proportional to $k^2$ and would stand in the ratio $9/4=2.25$. The ratio found is about 2.5, which is consistent with a dominant second-order term; the departure from 2.25 must come from higher orders.

\paragraph{A ferromagnetic chain.} Place such atoms on a chain along $z$ with spacing $a$ and $d$ hoppings $t_0=-0.6$, $t_1=0.4$ and $t_2=-0.1$~eV for $|m|=0,1,2$. With an exchange splitting $\Delta=1$~eV along $\mathbf n$ and the spin basis of (c),
\begin{equation}
H(q)=2t_{|m|}\cos(qa)+\xi\,\mathbf l\cdot\mathbf s-\tfrac12\Delta\,\sigma_z ,
\end{equation}
where $q$ is the Bloch wave number and $\sigma_z$ refers to $\mathbf n$. One value of $\xi$ is used for all $q$.

For $\mathbf n\parallel z$ and $q=0$ some levels follow by hand. The state $m=2$ with spin $+$ is not coupled to any other and lies at $-0.2-0.5+\xi=-0.4645$~eV. Without spin-orbit coupling, $m=1$ with spin $+$ lies at $0.8-0.5=0.3$~eV and $m=2$ with spin $-$ at $-0.2+0.5=0.3$~eV. In this degenerate pair $\mathbf l\cdot\mathbf s$ has the eigenvalues $1$ and $-\frac32$, which gives $0.3+\xi=0.535$~eV and $0.3-\frac32\xi=-0.053$~eV. All three values appear in the computed spectrum.

With seven electrons per atom the band energy is $-2.7302$~eV for $\mathbf n\parallel z$ and $-2.7322$~eV for $\mathbf n\parallel x$. Of these two directions, the one across the chain is thus lower by 0.0020~eV per atom. It is not the minimum over all angles: for $\mathbf n$ in the $xz$ plane at $\theta=70^\circ$ the band energy is 0.0027~eV below that for $\mathbf n\parallel z$. If the spin-flip blocks \eqref{pm} are omitted, $E(x)-E(z)$ becomes $+0.0220$~eV and the order of these two directions is reversed. In this model adding the flip blocks shifts $E(x)-E(z)$ by $-0.0240$~eV, which nearly cancels the value from the diagonal blocks alone, so the flip blocks cannot be left out here.

These are differences of band energy at fixed hoppings and fixed exchange splitting. A self-consistent response of the potential to the direction of magnetization is not included.

\section*{Table of computed values}
\begin{verbatim}
speed of light c = 137.035999 a.u.
1 hartree = 27.211386 eV; 1 bohr = 0.529177 angstrom
operator identity, relative error = 6.1e-15
Coulomb-Dirac energies, relative error = 6.2e-13
nuclear charge Z = 80; l = 2; nodes = 2
sphere radius R = 1.50 angstrom
energy of the d function = -5.00 eV
potential length b = 0.18421 angstrom
V(R) = -9.187 eV
M at r = 0.001 angstrom = 2.11503
M at r = 0.01 angstrom = 1.10140
M at r = 0.1 angstrom = 1.00473
xi, weight with M^2 and full norm = 0.23545 eV = 0.0086528 hartree
xi from slope of solved energies = 0.23545 eV
relative difference of these two = 4.1e-08
xi with M = 1 in the weight = 0.24997 eV
xi, norm g^2 only: relative change = 8.49e-05
xi, norm g^2+f^2: relative change = 5.82e-05
share of xi from r < 0.1 angstrom = 0.9509
share of g^2 from r < 0.1 angstrom = 0.00232
norm change per unit of sigma.l = -3.42e-06
energy of one-node d function = -243.256 eV
off-diagonal xi, M at -5 eV = 1.23567 eV
off-diagonal xi, M at other energy = 1.23622 eV
off-diagonal xi from solved mixing = 1.23567 eV
Dirac level j = 5/2 = -4.77228 eV
Dirac level j = 3/2 = -5.37278 eV
restored equation minus Dirac, largest = 2.9e-09 eV
first-order splitting 5 xi/2 = 0.58863 eV
Dirac splitting = 0.60050 eV
first-order / Dirac splitting = 0.98024
spin blocks, largest error = 3.1e-16
chain hoppings |m| = 0, 1, 2: -0.6, 0.4, -0.1 eV
exchange splitting = 1.0 eV; electrons/atom = 7
levels at k = 0, axis z (eV), lower five: -1.7286 -0.9588 -0.7859 -0.4645 -0.0532
levels at k = 0, axis z (eV), upper five: 0.2682 0.5355 0.5355 1.2108 1.4411
levels at k = 0, axis x (eV), lower five: -1.7358 -0.7859 -0.7787 -0.7566 0.2568
levels at k = 0, axis x (eV), upper five: 0.2682 0.4121 0.4237 1.3456 1.3507
band energy, axis z = -2.73023 eV/atom
band energy, axis x = -2.73220 eV/atom
E(x) - E(z) = -0.00197 eV/atom
change on halving the k mesh = 1.3e-07 eV/atom
E(x) - E(z) without spin-flip blocks = 0.02204 eV/atom
\end{verbatim}
